\section*{Why the nsnp 3P interval ratio departs from two}

\section{What rotation symmetry fixes}

An atom with one $s$ and one $p$ electron outside closed shells has a triplet term $^3P$ with $L=S=1$ and levels $J=0,1,2$. The quantity to be explained is
\begin{equation}
R=\frac{E(^3P_2)-E(^3P_1)}{E(^3P_1)-E(^3P_0)} ,
\end{equation}
about 3.6 in beryllium, close to 2.0 in magnesium and calcium, and 2.6 in mercury.

The interactions that split the term are unchanged by a common rotation of space and spin. Inside the nine states of $^3P$, such an operator is a sum of products of a spatial and a spin tensor of equal rank. With $L=S=1$ the ranks are 0, 1 and 2. Rank 0 shifts all levels together, so two constants fix the splitting. Angular momenta are measured in units of $\hbar$.

The rank-one operator is
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]=-2,\,-1,\,1\qquad (J=0,1,2).
\end{equation}
For rank two, let $\Lambda_{ij}=\frac12(L_iL_j+L_jL_i)-\frac23\delta_{ij}$, which is traceless because $L^2=2$. The antisymmetric part of $L_iL_j$ is $\frac i2\epsilon_{ijk}L_k$, and $\epsilon_{ijk}S_iS_j=iS_k$. With repeated indices summed,
\begin{equation}
(\mathbf L\cdot\mathbf S)^2=L_iL_jS_iS_j
=\Lambda_{ij}S_iS_j+\tfrac23S^2-\tfrac12\mathbf L\cdot\mathbf S .
\end{equation}
Since $S^2=2$,
\begin{equation}
\Lambda_{ij}S_iS_j=(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac43
=\tfrac16\,(10,\,-5,\,1). \label{eq:rank2}
\end{equation}

The model used here adds one effect from outside this nine-dimensional space. The singlet $^1P_1$ also has $J=1$. It lies above the triplet and pushes $^3P_1$ down by an amount $\delta>0$. Measured from a common origin, the levels are
\begin{align}
E_0&=-2A+10B,\nonumber\\
E_1&=-A-5B-\delta,\label{eq:levels}\\
E_2&=A+B.\nonumber
\end{align}
Subtraction gives
\begin{equation}
R=\frac{2A+6B+\delta}{A-15B-\delta},\qquad
R-2=\frac{36B+3\delta}{A-15B-\delta}. \label{eq:ratio}
\end{equation}
The second form follows from $2A+6B+\delta-2(A-15B-\delta)=36B+3\delta$.

With $A$ alone, $R=2$, the Land\'e value. For the normal level order, positive $B$ and positive $\delta$ both raise $R$. What remains is to find their signs and their sizes relative to $A$.

\section{The rank-two constant: spin--spin coupling}

Each electron carries the magnetic moment $-(e\hbar/mc)\mathbf s$, taking $g=2$. With $C=e^2\hbar^2/(m^2c^2)$, the dipole interaction at separation $r_{12}\neq0$ is
\begin{equation}
H_{ss}=\frac{C}{r_{12}^3}\left[\mathbf s_1\cdot\mathbf s_2
-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right]
=-3C\,s_{1i}s_{2j}T_{ij},
\end{equation}
where $\mathbf n=\mathbf r_{12}/r_{12}$ and $T_{ij}=(n_in_j-\frac13\delta_{ij})/r_{12}^3$. The contact term is absent in a triplet, whose spatial function vanishes at $r_{12}=0$.

The spins can be replaced by the total spin. In $S_iS_j$ with $\mathbf S=\mathbf s_1+\mathbf s_2$, the symmetric part of $s_{1i}s_{1j}$ is $\frac14\delta_{ij}$, and the same holds for electron 2. These terms vanish against the traceless $T_{ij}$. The two cross terms contribute equally, so $s_{1i}s_{2j}\to\frac12S_iS_j$ and
\begin{equation}
H_{ss}=-\tfrac32\,C\,S_iS_jT_{ij}. \label{eq:hss}
\end{equation}

\subsection*{The spatial average}

For one $sp$ configuration the triplet spatial function is $[s(1)p(2)-p(1)s(2)]/\sqrt2$. Its square vanishes as $r_{12}^2$ at contact, so the integrand behaves as $r_{12}^{-1}$ and is integrable. A thin shell $|r_1-r_2|<\eta$ may therefore be left out, with $\eta\to0$ at the end. Outside it the direct and exchange parts can be treated separately, and $T_{ij}=\frac13\partial_i\partial_j(1/r_{12})$.

In the direct part, average first over the directions of the $s$ electron. If it is farther out than the $p$ electron, its spherical shell produces a constant potential inside, whose second derivatives vanish. If it is closer in, it acts as though it sat at the nucleus. Only the $s$ charge inside the $p$ radius counts:
\begin{equation}
N=\int_0^\infty \frac{P_p^2(r)}{r^3}\left[\int_0^rP_s^2(r')\,dr'\right]dr ,
\end{equation}
where $P_s$ and $P_p$ are $r$ times the normalized radial functions.

In the exchange part each electron carries a product $s\,p$, which has angular rank 1. In the expansion of $1/r_{12}$ the rank-$k$ term contains the solid harmonic $r_<^kY_k$ of the inner electron. Two derivatives lower its degree by two, leaving rank $k-2$ inside and rank $k$ outside. These cannot both be 1, so the exchange part vanishes.

There remains the angular average in the $p$ state, with $\mathbf n$ now the direction of the $p$ electron. In the Cartesian basis $a,b=x,y,z$, the average of four direction components gives
\begin{equation}
\langle a|n_in_j|b\rangle=\tfrac15(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}).
\end{equation}
In the same basis $(L_i)_{ab}=-i\epsilon_{iab}$, so $(L_iL_j)_{ab}=\delta_{ij}\delta_{ab}-\delta_{ib}\delta_{ja}$. Symmetrizing and removing the trace,
\begin{equation}
(\Lambda_{ij})_{ab}=\tfrac13\delta_{ij}\delta_{ab}-\tfrac12(\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}).
\end{equation}
Comparison gives $n_in_j-\frac13\delta_{ij}=-\frac25\Lambda_{ij}$: the $\delta_{ij}\delta_{ab}$ terms agree because $\frac15-\frac13=-\frac2{15}$, and the others because $\frac15=\frac25\cdot\frac12$.

Inserting this in Eq.~(\ref{eq:hss}), the two minus signs cancel:
\begin{equation}
H_{ss}=\tfrac35\,CN\,\Lambda_{ij}S_iS_j .
\end{equation}
With Eq.~(\ref{eq:rank2}) this is $B(10,-5,1)$, where
\begin{equation}
B=\frac{e^2\hbar^2}{10m^2c^2}\,N>0. \label{eq:B}
\end{equation}
Spin--spin coupling thus raises $J=0$, lowers $J=1$ and slightly raises $J=2$. It narrows the lower interval and widens the upper one.

\section{Why this matters at low $Z$}

A $p$ electron in the field of a bare nucleus has the spin--orbit energy $\zeta\,\mathbf l\cdot\mathbf s_p$, with $\zeta=\frac12CZ\langle r^{-3}\rangle$. In the triplet $\mathbf s_p$ acts as $\frac12\mathbf S$, so $A=\zeta/2=\frac14CZ\langle r^{-3}\rangle$. The enclosed $s$ charge is at most one electron, so $N\le\langle r^{-3}\rangle$ and
\begin{equation}
\frac{36B}{A}\le\frac{36/10}{Z/4}=\frac{14.4}{Z}\qquad\text{(unscreened nucleus)}.
\end{equation}
The nucleus enters $A$ with its charge, whereas $B$ comes from one electron acting on one other. The bound also overstates $B$: the factor $r^{-3}$ favours small radii, where little $s$ charge is enclosed.

Spin--other-orbit coupling, the action of one electron's spin on another's orbital motion, changes the balance further. It is a vector in space times a vector in spin, so within $^3P$ it is proportional to $\mathbf L\cdot\mathbf S$. By itself it leaves $R=2$. It opposes the nuclear term, however, and a smaller $A$ gives a fixed $B$ more leverage.

The denominator in Eq.~(\ref{eq:ratio}) amplifies the effect. At $A=15B+\delta$ the levels $J=0$ and $J=1$ cross and $R$ diverges. Near that point $R$ is a sensitive and poor measure of the forces, and the two intervals themselves say more.

\section{The singlet: a two-level problem}

Take the one-electron coupling $\zeta\,\mathbf l\cdot\mathbf s_p$ and one common $p$ orbital. For $J=1$ there are two states, and $\mathbf l\cdot\mathbf s_p$ has the eigenvalues $-1$ for $j=\frac12$ and $\frac12$ for $j=\frac32$. In the basis $(^3P_1,{}^1P_1)$ its diagonal elements are $-\frac12$ and 0, since the mean of $\mathbf s_p$ vanishes in a singlet. If the off-diagonal element is $\mu$, equality of determinants requires
\begin{equation}
(-1)(\tfrac12)=(-\tfrac12)(0)-\mu^2,\qquad \mu^2=\tfrac12 .
\end{equation}
The coupling is therefore $M=\zeta/\sqrt2=\sqrt2\,A$ in magnitude.

Let $\Delta$ be the distance from $^3P_1$ up to $^1P_1$ before mixing. The matrix with diagonal $(0,\Delta)$ and off-diagonal element $M$ has the lower eigenvalue $-\delta$, with
\begin{equation}
\delta=\tfrac12\left(\sqrt{\Delta^2+4M^2}-\Delta\right)\simeq\frac{M^2}{\Delta}\quad(M\ll\Delta). \label{eq:delta}
\end{equation}
For $M=\sqrt2A$ and $A\ll\Delta$ this contributes $3\delta/A\simeq6A/\Delta$ to $R-2$. The gap $\Delta$ is mainly electrostatic, while $A$ grows steeply in heavy atoms. This is why singlet mixing takes over there.

The opposite limit shows where the growth leads. Without exchange the unmixed singlet lies at the origin of Eq.~(\ref{eq:levels}), a distance $\Delta=A$ above $^3P_1$. For $B=0$ and $M=\sqrt2A$, Eq.~(\ref{eq:delta}) gives $\delta=\frac12(3A-A)=A$. The lower interval vanishes and $R\to\infty$. The lower $J=1$ level has joined $J=0$, both containing a $p_{1/2}$ electron. This is $jj$ coupling, and mercury has moved part of the way towards it.

\subsection*{When the coupling is not $\sqrt2\,A$}

The relation $M=\sqrt2A$ holds for a single $sp$ configuration, and mixing with other configurations can change it. Even within one configuration it rests on two assumptions, and both can fail. The first is that the coupling acts on the $p$ spin alone. The direct magnetic and screening terms between the valence electrons add $-\kappa\,\mathbf l\cdot(\mathbf s_p+2\mathbf s_s)$, with $\kappa=CN/2$. The first part is the screening of the nucleus by the enclosed $s$ charge. The second is the energy of the $s$ electron's moment in the magnetic field of the $p$ electron's orbital motion; it is not halved by Thomas precession, hence the factor 2. Write $\mathbf D=\mathbf s_p-\mathbf s_s$, which connects singlet and triplet. Then
\begin{equation}
\mathbf s_p+2\mathbf s_s=\tfrac32\mathbf S-\tfrac12\mathbf D,\qquad
\mathbf s_p=\tfrac12(\mathbf S+\mathbf D).
\end{equation}
If $\zeta_0$ is the one-electron constant, the coefficient of $\mathbf l\cdot\mathbf S$ is $A=\frac12(\zeta_0-3\kappa)$, and that of $\mathbf l\cdot\mathbf D$ is $\frac12(\zeta_0+\kappa)$. The valence terms weaken $A$ but strengthen the mixing:
\begin{equation}
\frac{M}{\sqrt2A}=\frac{\zeta_0+\kappa}{\zeta_0-3\kappa}>1 .
\end{equation}
Exchange parts are omitted here. For one $sp$ configuration of Be the formula gives 1.36, and including the exchange parts gives 1.44.

The second assumption is the common orbital. The mean-field electrostatic energy is $F_0-G_1/3$ in the triplet and $F_0+G_1/3$ in the singlet, with $F_0$ the direct and $G_1>0$ the exchange integral. Exchange repels the electrons in the singlet, whose $p$ orbital should therefore be more extended and weaker near the nucleus, where the spin--orbit force is strong. This reduces $M$.

\section{Four atoms at one level of theory}

The constants can be computed rather than fitted. The core is that of the doubly charged ion in the Dirac--Hartree--Fock approximation, kept frozen. The two valence electrons are diagonalized over $sp$ and $pd$ configurations, with twelve orbitals for each relativistic symmetry. The magnetic (Gaunt) interaction $-e^2\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ is added to first order, including exchange with the core. The retardation part of the Breit interaction is omitted. It acts on the longitudinal part of a current, and the spin current, being a curl, has none, so no spin-dependent term of leading order is lost.

Core polarization, core--valence correlation, $df$ configurations and radiative corrections are left out. To separate the singlet, the two lowest $J=1$ states are rotated into each other until one has the least singlet content. This defines $M$, $\Delta$ and $\delta$, which are taken from the Coulomb levels, before the Gaunt interaction is added. The constant $A$ includes that interaction. The ratio $M/(\sqrt2A)$ in the table therefore compares a coupling without the Gaunt interaction with an $A$ that includes it. This matters for Be, where the tabulated 1.43 is a hybrid. With Coulomb terms alone in both $M$ and $A$ the ratio is 0.79. With the magnetic terms in both, evaluated with Breit--Pauli operators over the same configurations, it is 1.08. In every case $\delta$ is negligible in Be. The energies below are in cm$^{-1}$.

\begin{center}
\begin{tabular}{lrrrr}
 & Be & Mg & Ca & Hg\\
\hline
$A$ & 0.966 & 19.18 & 47.36 & 1782\\
$B$ & 0.0288 & 0.0126 & 0.0054 & 0.016\\
$\Delta$ & 20960 & 13670 & 9520 & 14990\\
$M/(\sqrt2A)$ & 1.43 & 0.68 & 0.78 & 0.56\\
$\delta$ & 0.0002 & 0.025 & 0.285 & 129\\
$R$ & 3.95 & 2.028 & 2.023 & 2.28\\
$R$, no spin--spin & 2.00 & 2.004 & 2.019 & 2.27\\
$R$, no singlet & 3.94 & 2.025 & 2.006 & 2.04
\end{tabular}
\end{center}

From Be to Hg, $A$ grows by a factor of about 1800, while $B$ and $\Delta$ each stay within a factor of about five. Over this whole range the change of mechanism is mainly the growth of $A$, though in calcium the smaller $B$ also matters.

\subsection*{Beryllium}

The two intervals are
\begin{align}
A-15B-\delta&=0.966-0.432-0.000=0.534\ \mathrm{cm}^{-1},\nonumber\\
2A+6B+\delta&=1.933+0.173+0.000=2.106\ \mathrm{cm}^{-1},
\end{align}
and their quotient is 3.95. Spin--spin coupling takes away nearly half of the lower interval. With it removed, the ratio is 2.00; removing the singlet changes almost nothing. The smallness of $A$ is partly magnetic: the Coulomb levels alone would give 1.75, and the Gaunt interaction subtracts 0.78.

Equation~(\ref{eq:B}) was tested against the rank-two part of the relativistic Gaunt matrix for one $sp$ configuration. For Be both give $0.035\ \mathrm{cm}^{-1}$. In the larger calculation, with many $sp$ and $pd$ configurations, $B$ is 0.029. The $pd$ weight in $^3P_0$ is only 1\%, but that means an amplitude of about 0.1, which can enter $B$ linearly through cross terms. With $sp$ configurations alone $B$ is 0.033, so the $pd$ configurations account for about 60\% of the decrease.

The computed 3.95 exceeds 3.6. With $\delta$ negligible, $R$ depends on $B/A$ alone, and a value of $B/A$ lower by 10\% would give 3.6. The observed intervals, about 0.65 and $2.35\ \mathrm{cm}^{-1}$, correspond for $\delta=0$ to $B\simeq0.029$ and $A\simeq1.08\ \mathrm{cm}^{-1}$, so the discrepancy lies in $A$, which is about 11\% low. Adding $df$ configurations alone changes $B$ to 0.0286, $\Delta$ to about 20780 and $R$ to 3.91. This level of theory does not settle the second digit of $R$.

\subsection*{Magnesium and calcium}

Here both corrections are small and nearly additive:
\begin{align}
\text{Mg:}\quad R-2&\simeq\frac{36B}{A}+\frac{3\delta}{A}=0.024+0.004=0.028,\nonumber\\
\text{Ca:}\quad R-2&\simeq0.004+0.018=0.022.
\end{align}
The similar ratios have different origins. In magnesium most of the excess is still spin--spin coupling; in calcium most of it is singlet mixing. The two atoms lie on either side of the crossover, where one contribution has died away and the other has barely begun. The computed $A$ is below the value implied by the observed levels by about 5\% in Mg and 10\% in Ca, and the observed excess is 0.030 in both.

\subsection*{Mercury}

Spin--spin coupling is negligible here: $36B/A$ is 0.0003. The singlet lowers $^3P_1$ by
\begin{equation}
\delta\simeq\frac{M^2}{\Delta}=\frac{(1399)^2}{14990}\simeq131\ \mathrm{cm}^{-1},
\end{equation}
or 129 from the full square root. Equation~(\ref{eq:ratio}) then gives
\begin{equation}
R-2\simeq\frac{3\times129}{1782-129}=0.23 .
\end{equation}
The computed levels give 0.28. Undoing the mixing reduces this to 0.04, a remainder outside the three-constant model. Its origin was not determined.

Singlet mixing thus causes most of the computed excess, but the calculation reaches less than half of the observed excess of 0.6. The two-level formula shows how sensitive the result is. With the same $A$ and $\Delta$ but the common-orbital value $M=\sqrt2A=2520\ \mathrm{cm}^{-1}$, Eq.~(\ref{eq:delta}) gives $\delta=412\ \mathrm{cm}^{-1}$ and
\begin{equation}
R=\frac{3564+412}{1782-412}=2.90 .
\end{equation}
The observed ratio lies between the two. With the computed $A$ and $\Delta$ retained and $B$ neglected, $R=2.6$ requires $3.6\,\delta=0.6A$, hence $\delta=297\ \mathrm{cm}^{-1}$. Since Eq.~(\ref{eq:delta}) is equivalent to $M^2=\delta(\Delta+\delta)$, this means $M\simeq2130\ \mathrm{cm}^{-1}$, or $0.85\sqrt2A$ in place of the computed $0.56\sqrt2A$. This shows the sensitivity of $R$ and does not determine $M$, since the computed $A$ and $\Delta$ are themselves in error. Fitting the same model to the four observed levels gives $A\simeq2130$, $\Delta\simeq13900$ and $\delta\simeq365\ \mathrm{cm}^{-1}$, hence $M\simeq0.76\sqrt2A$. The computed $A$ is 16\% low. The effect of the frozen core on the three constants was not tested.

\section{What the ratio can and cannot tell}

A ratio above 2 does not identify its cause, since $36B$ and $3\delta$ enter the numerator of Eq.~(\ref{eq:ratio}) as a sum. The size of the mixing term, $3\delta/A\simeq3M^2/(A\Delta)$, makes the distinction. In beryllium it is about 0.0006, far too small to matter, so within the three-constant model the large excess comes from the rank-two force. In mercury it is about 0.22, and mixing changes the ratio visibly.

The checks behind these statements removed each cause separately in the computed levels. They also compared the lower interval with $A-15B-\delta$, where $A$ was taken from the $J=0$ and $J=2$ levels together with $B$. The formula agrees to better than 0.1\% of the interval in Be, Mg and Ca, and to about 1\% in Hg. Because $B$ is projected out of the valence Gaunt energies of the same three levels, that part of the agreement holds by construction, as does the return to $R=2$ when $B$ is removed in Be. What is tested is that the Coulomb and core contributions follow the Land\'e pattern once $\delta$ is removed. The independent test of $B$ is the one-configuration comparison with Eq.~(\ref{eq:B}). The full set of constants is in the numerical output.

\section*{Computed results}
\begin{verbatim}
fine-structure constant: 0.00729735
1 hartree = 219474.631 cm^-1
orbitals per relativistic symmetry: 12
quantity                                     Be         Mg         Ca         Hg
core electrons                                2         10         18         78
one sp configuration:
N (bohr^-3)                             0.03030    0.01405    0.00634    0.01576
B = alpha^2 N/10 (cm^-1)                0.03541    0.01642    0.00741    0.01842
B from Gaunt matrix (cm^-1)             0.03538    0.01640    0.00737    0.01871
sp and pd configurations:
pd weight in 3P0 (percent)                0.975      1.449      3.045      0.597
A from Coulomb levels (cm^-1)            1.7496    20.2853    48.6622  1811.8774
A from Gaunt interaction (cm^-1)        -0.7833    -1.1086    -1.3004   -29.8959
A total (cm^-1)                          0.9663    19.1768    47.3622  1782.1879
B (cm^-1)                               0.02883    0.01262    0.00537    0.01646
singlet-triplet gap (cm^-1)             20957.6    13669.6     9518.6    14990.8
coupling M (cm^-1)                        1.950     18.462     52.116   1399.091
M/(sqrt2 A)                               1.427      0.681      0.778      0.555
d (cm^-1)                               0.00018    0.02494    0.28533  129.45927
singlet weight in 3P1 (percent)         0.00000    0.00028    0.00389    1.37219
E(3P1)-E(3P0) (cm^-1)                    0.5337    18.9601    46.9874  1632.3520
E(3P1)-E(3P0), formula (cm^-1)           0.5337    18.9626    46.9962  1652.4817
E(3P2)-E(3P1) (cm^-1)                    2.1057    38.4569    95.0507  3714.0634
ratio R, full                            3.9453     2.0283     2.0229     2.2753
ratio R, formula                         3.9460     2.0279     2.0223     2.2354
R without spin-spin                      2.0003     2.0043     2.0187     2.2749
R without nearby singlet                 3.9444     2.0247     2.0056     2.0415
R without either                         2.0000     2.0008     2.0015     2.0411
36B/A                                   1.07413    0.02369    0.00409    0.00033
3d/A                                    0.00056    0.00390    0.01807    0.21792
\end{verbatim}
